\section*{Superfluid weight of a dirty superconductor from its missing optical area}

\section*{Problem}

An isotropic $s$-wave superconductor at $T=0$ is described by weak-coupling BCS mean-field theory with a real gap $\Delta_0$. Its normal state has density of carriers $n$, mass $m$, scattering time $\tau$ and dc conductivity $\sigma_n=ne^2\tau/m$. The electrodynamics is local: the current at a point depends on the field at that point. The dirty limit means $\Delta_0\tau/\hbar\to0$ at fixed $\sigma_n$. Fields vary as $e^{-i\omega t}$, and $\sigma=\sigma_1+i\sigma_2$.

\begin{enumerate}
\item[(a)] Relate the superfluid weight $D=1/(\mu_0\lambda^2)$, with $\lambda$ the penetration depth, to the missing area
\begin{equation}
A=\int_{0^+}^{\infty}\left[\sigma_{1n}(\omega)-\sigma_{1s}(\omega)\right]d\omega ,
\end{equation}
where $\sigma_{1n}$ belongs to the same metal with the gap set to zero, and $\sigma_{1s}$ is the superconducting $\sigma_1$ at $\omega>0$.
\item[(b)] Derive the Mattis--Bardeen form of $\sigma_{1s}$ in the dirty limit.
\item[(c)] Evaluate $A$ and $D$ in that limit.
\item[(d)] Find the factor by which a finite $\tau$ changes this $D$.
\item[(e)] Compute $\lambda$ for $\Delta_0=1$ meV, normal resistivity $1\ \mu\Omega\,$m and $\tau=5$ fs.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The sum rule}

Far above $\Delta_0/\hbar$ and $1/\tau$ the carriers respond by inertia alone. From $-i\omega m v=-eE$ and $j=-nev$,
\begin{equation}
\sigma(\omega)\to \frac{iK}{\omega},\qquad K=\frac{ne^2}{m}.
\end{equation}
Pairing rearranges states near the Fermi level and leaves $K$ unchanged. Causality makes $\sigma$ analytic in the upper half-plane. Close a contour there, passing just above $\omega=0$. The large arc contributes $iK\int d\omega/\omega=iK(i\pi)=-\pi K$, so the integral along the real axis is $+\pi K$. Since $\sigma_1$ is even and $\sigma_2$ odd,
\begin{equation}
\int_0^\infty\sigma_1\,d\omega=\frac{\pi K}{2}
\end{equation}
in both states, with half of any delta function at $\omega=0$ counted.

The London equation $\mu_0\lambda^2\,\partial j/\partial t=E$ gives $j=iDE/\omega$. Causality requires $\omega\to\omega+i0$, and
\begin{equation}
\frac{iD}{\omega+i0}=\frac{iD}{\omega}+\pi D\,\delta(\omega),
\end{equation}
with the principal value understood in the first term. The superconducting area is therefore $\pi D/2+\int_{0^+}^\infty\sigma_{1s}d\omega$. Equating it to the normal area gives the Ferrell--Glover--Tinkham sum rule,
\begin{equation}
A=\frac{\pi D}{2},\qquad D=\frac{2A}{\pi}. \label{eq:fgt}
\end{equation}

\subsection*{(b) Absorption by pair creation}

Let $a,b$ label the exact one-electron eigenstates of the disordered normal metal, with energies $\xi_a,\xi_b$ measured from the Fermi level. Pairing joins each state with its time-reversed partner $\bar a$. Velocity is odd under time reversal, so its matrix elements obey $M_{\bar b\bar a}=-M_{ab}$, and the velocity operator is
\begin{equation}
\sum_{ab}M_{ab}\left(c^\dagger_{a\uparrow}c_{b\uparrow}-c^\dagger_{\bar b\downarrow}c_{\bar a\downarrow}\right).
\end{equation}
Insert the quasiparticle operators through $c_{a\uparrow}=u_a\gamma_{a0}+v_a\gamma^\dagger_{a1}$ and $c_{\bar a\downarrow}=u_a\gamma_{a1}-v_a\gamma^\dagger_{a0}$. The parts that create two quasiparticles are
\begin{align}
c^\dagger_{a\uparrow}c_{b\uparrow}&\to u_av_b\,\gamma^\dagger_{a0}\gamma^\dagger_{b1},\\
c^\dagger_{\bar b\downarrow}c_{\bar a\downarrow}&\to -u_bv_a\,\gamma^\dagger_{b1}\gamma^\dagger_{a0}=u_bv_a\,\gamma^\dagger_{a0}\gamma^\dagger_{b1}.
\end{align}
The amplitude is $M_{ab}(u_av_b-v_au_b)$. With $E=\sqrt{\xi^2+\Delta^2}$, $u^2=\frac12(1+\xi/E)$, $v^2=\frac12(1-\xi/E)$ and $uv=\Delta/2E$, where $\Delta=\Delta_0$, the squared coherence factor is
\begin{equation}
P_\Delta(\xi,\xi')=u^2v'^2+v^2u'^2-2uvu'v'=\frac12\left(1-\frac{\xi\xi'+\Delta^2}{EE'}\right).
\end{equation}

The vector potential has amplitude $E_{\rm field}/(i\omega)$, so the transition rate carries $1/\omega^2$. The absorbed power has one more factor $\hbar\omega$, which leaves $\sigma_1\propto1/\omega$. Assume a constant density of states and a mean-square velocity matrix element proportional to
\begin{equation}
g(\xi-\xi')=\frac{1}{1+(\xi-\xi')^2\tau^2/\hbar^2}.
\end{equation}
Then, with a constant $C$ and both energies running over the whole real line,
\begin{equation}
\sigma_1(\omega)=\frac{C}{\hbar\omega}\iint d\xi\,d\xi'\,g(\xi-\xi')P_\Delta(\xi,\xi')\,\delta(\hbar\omega-E-E'). \label{eq:golden}
\end{equation}
For $\Delta=0$, $P_0$ is 1 when $\xi,\xi'$ have opposite signs and 0 otherwise. In the two allowed quadrants $|\xi-\xi'|=|\xi|+|\xi'|=\hbar\omega$, and each gives $\hbar\omega\,g(\hbar\omega)$. Hence $\sigma_{1n}=2C/(1+\omega^2\tau^2)$. This is the Drude form, which justifies the choice of $g$ and fixes $C=\sigma_n/2$.

In the dirty limit $g=1$ at all energies comparable to $\Delta$. Summing over the signs of $\xi$ and $\xi'$ cancels the $\xi\xi'$ term and leaves $2(1-\Delta^2/EE')$ for positive energies:
\begin{equation}
\frac{\sigma_{1s}}{\sigma_n}=\frac{1}{\hbar\omega}\int_0^\infty\!\!\int_0^\infty d\xi\,d\xi'\left(1-\frac{\Delta^2}{EE'}\right)\delta(\hbar\omega-E-E'). \label{eq:mbxi}
\end{equation}
Using $d\xi=E\,dE/\sqrt{E^2-\Delta^2}$ and then the delta function,
\begin{equation}
\frac{\sigma_{1s}}{\sigma_n}=\frac{1}{\hbar\omega}\int_{\Delta}^{\hbar\omega-\Delta}\frac{EE'-\Delta^2}{\sqrt{E^2-\Delta^2}\sqrt{E'^2-\Delta^2}}\,dE,\qquad E'=\hbar\omega-E,
\end{equation}
for $\hbar\omega>2\Delta$, and zero below. This is the Mattis--Bardeen result at $T=0$. Its value is 0.476 at $\hbar\omega=3\Delta$ and 0.994 at $40\Delta$.

\subsection*{(c) The missing area}

Integrate up to $\hbar\omega=W$. The normal area can be written in the same variables as the superconducting one, because the line $\xi+\xi'=s$ in the positive quadrant contributes $s\times(1/s)=1$ per unit $s$:
\begin{align}
W&=\iint_{\xi+\xi'<W}\frac{d\xi\,d\xi'}{\xi+\xi'},\\
\int_0^W\frac{\sigma_{1s}}{\sigma_n}\,d(\hbar\omega)&=\iint_{E+E'<W}\frac{1-\Delta^2/EE'}{E+E'}\,d\xi\,d\xi'.
\end{align}
The two regions differ by a strip whose width is set by $E-\xi=\Delta^2/(E+\xi)$ and the same quantity for $\xi'$. Its area is of order $\Delta^2\ln(W/\Delta)$. In it $E+E'\ge W$, so replacing one region by the other costs at most order $\Delta^2\ln(W/\Delta)/W$, which vanishes as $W\to\infty$. Therefore $\hbar A/\sigma_n=F+H$, with
\begin{align}
F&=\int_0^\infty\!\!\int_0^\infty\left[\frac1{\xi+\xi'}-\frac1{E+E'}\right]d\xi\,d\xi',\\
H&=\int_0^\infty\!\!\int_0^\infty\frac{\Delta^2}{EE'(E+E')}\,d\xi\,d\xi'.
\end{align}
$F$ comes from the upward shift of the excitation energies, $H$ from the coherence factor. Both integrals converge.

For $H$, put $\xi=\Delta\sinh x$, $\xi'=\Delta\sinh y$, so that $d\xi=E\,dx$ and $d\xi'=E'\,dy$. The integrand is even in $x$ and in $y$, so the quadrant is a quarter of the plane. With $x=p+q$ and $y=p-q$ we have $dx\,dy=2\,dp\,dq$ and $\cosh x+\cosh y=2\cosh p\cosh q$. Thus
\begin{equation}
H=\frac{\Delta}{4}\iint_{\mathbb R^2}\frac{dx\,dy}{\cosh x+\cosh y}
=\frac{\Delta}{4}\left(\int_{-\infty}^{\infty}\frac{dp}{\cosh p}\right)^2=\frac{\pi^2\Delta}{4},
\end{equation}
since $\int dp/\cosh p=[2\arctan e^p]_{-\infty}^{\infty}=\pi$.

For $F$, differentiate with respect to $\Delta$, using $\partial E/\partial\Delta=\Delta/E$:
\begin{equation}
\frac{dF}{d\Delta}=\iint\frac{\Delta(1/E+1/E')}{(E+E')^2}\,d\xi\,d\xi'
=\iint\frac{\Delta}{EE'(E+E')}\,d\xi\,d\xi'=\frac{H}{\Delta}=\frac{\pi^2}{4}.
\end{equation}
Rescaling $\xi$ and $\xi'$ by $\Delta$ shows that $F$ is proportional to $\Delta$, so $F=\pi^2\Delta/4$. The two effects contribute equally. Adding them and using \eqref{eq:fgt},
\begin{equation}
A=\frac{\pi^2\Delta_0\sigma_n}{2\hbar},\qquad
\boxed{\frac1{\mu_0\lambda^2}=D=\frac{2A}{\pi}=\frac{\pi\Delta_0\sigma_n}{\hbar}}. \label{eq:result}
\end{equation}

Since $\sigma_n=K\tau$, this reads $D/K=\pi\Delta_0\tau/\hbar\ll1$. A small part of the total oscillator strength condenses, because most of the Drude area lies at frequencies far above the gap.

The empty region below $2\Delta_0$ supplies an area $2\Delta_0\sigma_n/\hbar$, a fraction $4/\pi^2=0.405$ of $A$. The rest comes from reduced absorption above the gap and accumulates slowly: the fraction reached is 0.818 at $\hbar\omega=10\Delta_0$ and 0.972 at $100\Delta_0$. Stopping the integral at $10\Delta_0$ would make $D$ too small by 18\% and $\lambda$ too large by 11\%, relative to the full dirty-limit values.

\subsection*{(d) Finite scattering time}

Now keep $g$ in \eqref{eq:golden}. Write $\gamma=\hbar/\tau$ and $Q_\Delta=P_\Delta/(E+E')$. Integrating over frequency,
\begin{equation}
\hbar A=\frac{\sigma_n}{2}\iint_{\mathbb R^2}g(\xi-\xi')\,(Q_0-Q_\Delta)\,d\xi\,d\xi'. \label{eq:atau}
\end{equation}
Partial fractions and $\int d\nu/(\nu^2+E^2)=\pi/E$ give
\begin{align}
\int\frac{d\nu}{2\pi}\frac{1}{(\nu^2+E^2)(\nu^2+E'^2)}&=\frac{1}{2EE'(E+E')},\\
\int\frac{d\nu}{2\pi}\frac{\nu^2}{(\nu^2+E^2)(\nu^2+E'^2)}&=\frac{1}{2(E+E')},
\end{align}
and hence
\begin{equation}
Q_\Delta=\int_{-\infty}^{\infty}\frac{d\nu}{2\pi}\,\frac{\nu^2-\xi\xi'-\Delta^2}{(\nu^2+E^2)(\nu^2+E'^2)}.
\end{equation}

Next do the $\xi$ integrals at fixed $\nu$. This change of order is allowed for the difference $Q_0-Q_\Delta$: the absolute value of its integrand, integrated over $\xi,\xi'$ with weight $g$, falls at least as fast as $\gamma\Delta^2/|\nu|^3$ at large $\nu$ and grows no faster than $\ln^2(\gamma/|\nu|)$ as $\nu\to0$, so the triple integral converges absolutely. It is not allowed for $Q_0$ alone, whose integrand falls too slowly.

Let $w=\sqrt{\nu^2+\Delta^2}$, so $\nu^2+E^2=\xi^2+w^2$. Use
\begin{align}
g(\xi-\xi')&=\frac{\gamma}{2}\int dt\,e^{-\gamma|t|}e^{i(\xi-\xi')t},\\
\int d\xi\,\frac{e^{i\xi t}}{\xi^2+w^2}&=\frac{\pi}{w}e^{-w|t|},\qquad
\int d\xi\,\frac{\xi\,e^{i\xi t}}{\xi^2+w^2}=i\pi\,\mathrm{sgn}(t)\,e^{-w|t|}.
\end{align}
The $\xi'$ integrals have $t\to-t$, so the $\xi\xi'$ term yields $(i\pi)(-i\pi)e^{-2w|t|}=\pi^2e^{-2w|t|}$. At fixed $\nu$ the double integral for $Q_\Delta$ is
\begin{equation}
\frac{\gamma\pi^2}{2}\left[\frac{\nu^2-\Delta^2}{w^2}-1\right]\frac{2}{\gamma+2w}
=-\frac{2\pi^2\gamma\Delta^2}{w^2(\gamma+2w)},
\end{equation}
which vanishes for $\Delta=0$, $\nu\ne0$. Inserting the difference in \eqref{eq:atau} and using $D=2A/\pi$,
\begin{equation}
D=\frac{2\gamma\Delta^2\sigma_n}{\hbar}\int_0^\infty\frac{d\nu}{w^2(\gamma+2w)}.
\end{equation}
Put $\nu=\Delta\sinh t$ and $G=\gamma/2\Delta=\hbar/(2\tau\Delta_0)$. Then
\begin{equation}
D=\frac{2\Delta\sigma_n}{\hbar}\int_0^\infty\frac{G\,dt}{\cosh t\,(G+\cosh t)}
=\frac{2\Delta\sigma_n}{\hbar}\left[\frac{\pi}{2}-\int_0^\infty\frac{dt}{G+\cosh t}\right]. \label{eq:dg}
\end{equation}
With $z=\tanh(t/2)$ and $r^2=(G-1)/(G+1)$, the last integral for $G>1$ is
\begin{equation}
\int_0^1\frac{2\,dz}{(G+1)-(G-1)z^2}=\frac{2\,\mathrm{artanh}\,r}{\sqrt{G^2-1}}=\frac{\mathrm{arccosh}\,G}{\sqrt{G^2-1}},
\end{equation}
because $\cosh(2\,\mathrm{artanh}\,r)=(1+r^2)/(1-r^2)=G$. For $G>1$ the requested factor is
\begin{equation}
R(G)=\frac{D}{\pi\Delta_0\sigma_n/\hbar}=1-\frac{2}{\pi}\,\frac{\mathrm{arccosh}\,G}{\sqrt{G^2-1}}. \label{eq:ratio}
\end{equation}

For $G<1$ the same substitution gives $\arccos G/\sqrt{1-G^2}$ in place of $\mathrm{arccosh}\,G/\sqrt{G^2-1}$. For $G\gg1$, $R\simeq1-(2/\pi)\ln(2G)/G$, which tends to 1 and confirms \eqref{eq:result}. The approach is slow: $R=0.70$ at $G=5$, 0.94 at $G=50$ and 0.99 at $G=500$. In the opposite limit $G\to0$, the first form in \eqref{eq:dg} gives $D\to(2G\Delta_0\sigma_n/\hbar)\int_0^\infty dt/\cosh^2t=\sigma_n/\tau=ne^2/m$: in a clean superconductor all the weight condenses.

\subsection*{(e) Numbers}

The normal conductivity is $\sigma_n=1.00\times10^6$ S/m and $\Delta_0/\hbar=1.519\times10^{12}\ \mathrm{s^{-1}}$. In the dirty limit
\begin{align}
D&=\pi(1.519\times10^{12})(1.00\times10^6)=4.77\times10^{18}\ \mathrm{S\,m^{-1}\,s^{-1}},\\
\lambda&=\frac{1}{\sqrt{\mu_0D}}=408\ \mathrm{nm}.
\end{align}
For $\tau=5$ fs, $G=65.8$ and \eqref{eq:ratio} gives $R=0.953$. The depth becomes $408\ \mathrm{nm}/\sqrt{0.953}=418$ nm, which is 2.4\% above the dirty-limit value. These digits belong to a model whose gap is constant at all energies, including $\hbar/\tau=132$ meV, far above the phonon energies of a conventional superconductor. As a rough measure of this assumption, cutting the $\nu$ integral for $D$ in (d) at 20 meV gives 415 nm in the dirty limit and 422 nm at $\tau=5$ fs, so a pairing cutoff shifts $\lambda$ by an amount comparable to the finite-$\tau$ correction.

These results hold within the stated model. At $T>0$ thermally excited quasiparticles also absorb, at frequencies below $2\Delta_0/\hbar$ too, so the missing area must be recomputed. A gap with nodes, pair-breaking scattering or strong coupling changes the absorption spectrum and with it the coefficient $\pi$, while the relation between $A$ and the weight of the delta function still follows from causality and equal total areas, provided the normal state has no delta function of its own. Reading that weight as $1/(\mu_0\lambda^2)$ needs in addition the local London equation used in (a).

The numerical check checks the area by direct integration of $\sigma_{1s}$, compares the resulting $D$ with the separately computed Mattis--Bardeen $\sigma_2$, and tests \eqref{eq:ratio} against a direct double sum.

\section*{Computed results}
\begin{verbatim}
DIMENSIONLESS RESULTS
missing area / (Delta sigma_n/hbar)      = 4.934802
pi^2/2                                  = 4.934802
energy-shift part of the area           = 2.467401
coherence-factor part of the area       = 2.467401
weight D / (Delta sigma_n/hbar)          = 3.141593
sigma_1s/sigma_n at hbar omega =    3 Delta = 0.47579
sigma_1s/sigma_n at hbar omega =    6 Delta = 0.83278
sigma_1s/sigma_n at hbar omega =   40 Delta = 0.99390
area fraction below 2 Delta             = 0.4053
area fraction below    10 Delta         = 0.8176
area fraction below   100 Delta         = 0.9724
area fraction below  1000 Delta         = 0.9963
CAUSALITY CHECK, (hbar omega/Delta) sigma_2/sigma_n
at hbar omega = Delta, direct integral  = 2.934924
at hbar omega = Delta, from the area    = 2.934924
at hbar omega = 0.001 Delta, direct     = 3.141592
FINITE SCATTERING TIME, D / dirty-limit D
G =  1.5: formula 0.451986, direct sum 0.451986
G =  5.0: formula 0.702100, direct sum 0.702100
G =    50: formula 0.941355
G =   500: formula 0.991205
WORKED EXAMPLE
gap Delta0                              = 1.000 meV
normal resistivity                      = 1.000e-06 ohm m
normal conductivity                     = 1.000e+06 S/m
scattering time                         = 5.00 fs
Delta0/hbar                             = 1.5193e+12 rad/s
gap frequency 2 Delta0/h                = 483.6 GHz
missing area                            = 7.4973e+18 S/(m s)
superfluid weight 1/(mu0 lambda^2)      = 4.7729e+18 S/(m s)
penetration depth, dirty limit          = 408.3 nm
G = hbar/(2 tau Delta0)                 = 65.82
weight ratio at this tau                = 0.9528
penetration depth at this tau           = 418.3 nm
\end{verbatim}
